**Odd energy and internal bias of an ABC superlattice**

The program relaxes a chain of polar cells at fixed displacement D and obtains the energy density u(D), whose slope is the mean field E. Each cell has polarization p, Landau coefficients a and b, and an interface field h that changes sign when its neighbouring planes are exchanged; g couples adjacent cells. The program asserts that the odd part of u(D) vanishes for AB, for ABCB and for ABC without h, and that it reverses sign between ABC and ACB. It also compares the first-order odd energy, the expansion coefficients, the well shift and splitting, and the loop centre and half-width with direct numerical results, within stated tolerances. For three planes per block and g = 0, the wells lie at 0.315 and −0.291 C/m², differ in depth by 1.46 MJ/m³, and have a loop centred at −2.41 MV/m. A source strictly proportional to the difference of the two species labels, without the cubic term, leaves F, the built-in field at D = 0 with its sign reversed, at about 0.005 MV/m instead of 2.42 MV/m. With g included, doubling the block thickness halves the built-in field and leaves the voltage per period at 8.70 mV.

## Numerical verification

```python
# Result under test: a superlattice with block order ABC, unlike AB, may have
# odd terms in its energy density u(D); an interface source then gives unequal
# wells and a shifted field loop (internal bias).
# Model: one polar cell between each pair of neighbouring cation planes X, Y.
#   cell energy = (D-p)^2/(2 eps) + a p^2/2 + b p^4/4 - h p
#   plus neighbour coupling g (p_j - p_{j+1})^2 / 2, all per volume
#   D: continuous displacement, p: cell polarization, eps: background permittivity
#   a, b: symmetric in X,Y;  h: interface field, antisymmetric in X,Y
#   h = eta1 (qY-qX) + eta3 (qY-qX)^3, q: dimensionless species label
# u(D) is the mean cell energy minimized over all p; du/dD is the mean field E.
import itertools
import numpy as np
from scipy.constants import epsilon_0
from scipy.optimize import brentq, minimize_scalar

eps = 5 * epsilon_0
cell_height = 0.4e-9
A_LANDAU = {"A": -3.0e8, "B": 1.0e8, "C": -1.0e8}
B_LANDAU = {"A": 0.8e9, "B": 1.5e9, "C": 1.0e9}
LABEL = {"A": 0.0, "B": 1.0, "C": 0.4}
ETA1, ETA3 = 5.0e7, 3.0e7
G_COUPLING = 1.0e9


def cells(stack, eta1=ETA1, eta3=ETA3):
    pairs = list(zip(stack, stack[1:] + stack[:1]))
    a = np.array([(A_LANDAU[x] + A_LANDAU[y]) / 2 for x, y in pairs])
    b = np.array([(B_LANDAU[x] + B_LANDAU[y]) / 2 for x, y in pairs])
    dq = np.array([LABEL[y] - LABEL[x] for x, y in pairs])
    return a, b, eta1 * dq + eta3 * dq**3


def relax(model, D, g=0.0):
    a, b, h = model
    n = len(a)
    one = np.eye(n)
    lap = 2 * one - np.roll(one, 1, axis=0) - np.roll(one, -1, axis=0)
    p = np.full(n, float(D))
    for _ in range(10):
        force = (p - D) / eps + a * p + b * p**3 - h + g * lap @ p
        p = p - np.linalg.solve(np.diag(1 / eps + a + 3 * b * p**2) + g * lap, force)
    return p


def energy(model, D, g=0.0):
    a, b, h = model
    p = relax(model, D, g)
    return np.mean((D - p)**2 / (2 * eps) + a * p**2 / 2 + b * p**4 / 4
                   - h * p + g * (p - np.roll(p, 1))**2 / 2)


def field(model, D, g=0.0):
    return np.mean(D - relax(model, D, g)) / eps


def odd(model, D, g=0.0):
    return (energy(model, D, g) - energy(model, -D, g)) / 2


def reversible(stack):
    return stack[::-1] in [stack[i:] + stack[:i] for i in range(len(stack))]


# Symmetry of the stacking sequences themselves
for l, m, n in itertools.product(range(1, 5), repeat=3):
    assert reversible("A" * l + "B" * m)
    assert not reversible("A" * l + "B" * m + "C" * n)
assert reversible("ABCB") and not reversible("AABABB")

# Odd energy of relaxed stacks, with neighbour coupling present
D_test = 0.3
stack = "AAABBBCCC"
model = cells(stack)
odd_abc = odd(model, D_test, G_COUPLING)
odd_acb = odd(cells("AAACCCBBB"), D_test, G_COUPLING)
odd_ab = odd(cells("AAABBB"), D_test, G_COUPLING)
odd_abcb = odd(cells("ABCB"), D_test, G_COUPLING)
odd_even_only = odd(cells(stack, 0, 0), D_test, G_COUPLING)
odd_two_local = odd(cells("AABABB"), D_test)
odd_two_coupled = odd(cells("AABABB"), D_test, G_COUPLING)
assert max(map(abs, (odd_ab, odd_abcb, odd_even_only, odd_two_local))) < 1e-6
assert abs(odd_abc) > 1e4 and abs(odd_abc + odd_acb) < 1e-6
assert abs(odd_two_coupled) > 1e-4

# First-order formula for the odd energy
p_without_h = relax(cells(stack, 0, 0), D_test, G_COUPLING)
assert np.isclose(odd_abc, -np.mean(model[2] * p_without_h), rtol=1e-3)

# The mean field is the derivative of the minimized energy
step = 1e-4
slope = (energy(model, 0.2 + step) - energy(model, 0.2 - step)) / (2 * step)
assert np.isclose(slope, field(model, 0.2), rtol=1e-4)

# Sum of interface fields around one period
qA, qB, qC = (LABEL[s] for s in "ABC")
loop_sum = model[2].sum()
assert np.isclose(loop_sum, 3 * ETA3 * (qB - qA) * (qC - qB) * (qA - qC))
assert abs(cells(stack, ETA1, 0)[2].sum()) < 1e-6


def coefficients(model):
    a, b, h = model
    k = 1 / (1 + eps * a)
    return (np.mean(h * k), np.mean(a * k),
            eps * np.mean(h * b * k**4), np.mean(b * k**4))


F, A, C, B = coefficients(model)
assert np.isclose(-field(model, 0), F, rtol=1e-3)
D_small = 0.15
assert np.isclose(odd(model, D_small) + F * D_small, C * D_small**3, rtol=0.03)
even_model = cells(stack, 0, 0)
assert np.isclose(field(even_model, 0.01) / 0.01, A, rtol=0.01)
cubic_response = (field(even_model, 0.1) - A * 0.1) / 0.1**3
assert np.isclose(cubic_response, B, rtol=0.02)

# Direct search for loop limits, wells and barrier in the relaxed model
opts = {"xatol": 1e-9}
low = minimize_scalar(lambda D: field(model, D), bounds=(0, 0.3),
                      method="bounded", options=opts)
high = minimize_scalar(lambda D: -field(model, D), bounds=(-0.3, 0),
                       method="bounded", options=opts)
E_low, E_high = low.fun, -high.fun
assert E_low < 0 < E_high


def wells(E):
    return (brentq(lambda D: field(model, D) - E, low.x, 0.6, xtol=1e-13),
            brentq(lambda D: field(model, D) - E, -0.6, high.x, xtol=1e-13))


def depth_difference(E):
    plus, minus = wells(E)
    return (energy(model, minus) - E * minus) - (energy(model, plus) - E * plus)


D_plus, D_minus = wells(0.0)
D_top = brentq(lambda D: field(model, D), high.x, low.x, xtol=1e-13)
splitting = depth_difference(0.0)
barrier_plus = energy(model, D_top) - energy(model, D_plus)
barrier_minus = energy(model, D_top) - energy(model, D_minus)
E_equal = brentq(depth_difference, -5e6, 5e6, xtol=1e-2)
E_centre = (E_low + E_high) / 2
half_width = (E_high - E_low) / 2

D0 = np.sqrt(-A / B)
shift_formula = (F - 3 * C * D0**2) / (2 * abs(A))
split_formula = 2 * (F * D0 - C * D0**3)
centre_formula = -F - A * C / B + 2 * C**3 / B**2
width_formula = 2 / (3 * np.sqrt(3)) * abs(A) * D0
assert np.isclose((D_plus + D_minus) / 2, shift_formula, rtol=0.05)
assert np.isclose(splitting, split_formula, rtol=0.03)
assert np.isclose(E_centre, centre_formula, rtol=0.02)
assert np.isclose(E_equal, centre_formula, rtol=0.02)
assert np.isclose(E_equal, E_centre, rtol=0.01)
assert np.isclose(half_width, width_formula, rtol=0.03)

# Source that is a difference of species quantities: only a small remainder
transitive = cells(stack, ETA1, 0)
F_transitive = -field(transitive, 0)
assert np.isclose(F_transitive, coefficients(transitive)[0], rtol=0.01)
assert abs(F_transitive) < 0.02 * F

# Thickness dependence with neighbour coupling present
voltage, bias = {}, {}
for n in (3, 6):
    thick = cells("A" * n + "B" * n + "C" * n)
    bias[n] = -field(thick, 0, G_COUPLING)
    voltage[n] = bias[n] * 3 * n * cell_height
assert np.isclose(voltage[3], voltage[6], rtol=0.01)
assert np.isclose(bias[3] / bias[6], 2, rtol=0.01)

print(f"background permittivity / vacuum value: {eps / epsilon_0:.1f}")
print(f"cell height: {cell_height * 1e9:.2f} nm; cells per period: {len(stack)}")
for s in "ABC":
    print(f"{s}: a = {A_LANDAU[s]:.2e} m/F, b = {B_LANDAU[s]:.2e} m^5/(C^2 F),"
          f" q = {LABEL[s]:.1f}")
print(f"eta1 = {ETA1 / 1e6:.1f} MV/m, eta3 = {ETA3 / 1e6:.1f} MV/m")
print(f"neighbour coupling g where used: {G_COUPLING:.2e} m/F")
for name, index in (("AB", 2), ("BC", 5), ("CA", 8)):
    print(f"interface field h_{name}: {model[2][index] / 1e6:.3f} MV/m")
print(f"sum of interface fields: {loop_sum / 1e6:.3f} MV/m")
print(f"Odd energy at D = {D_test:.2f} C/m^2, with g unless stated:")
for name, value in (("A3B3C3", odd_abc), ("A3C3B3", odd_acb), ("A3B3", odd_ab),
                    ("ABCB", odd_abcb), ("A3B3C3 with h=0", odd_even_only),
                    ("AABABB with g=0", odd_two_local),
                    ("AABABB", odd_two_coupled)):
    print(f"  {name}: {value:.3e} J/m^3")
print("Remaining results for A3B3C3 have g = 0 unless stated")
print(f"F = {F / 1e6:.4f} MV/m")
print(f"A = {A:.4e} m/F")
print(f"C = {C:.4e} m^3/(C F)")
print(f"B = {B:.4e} m^5/(C^2 F)")
print(f"D0 = {D0:.4f} C/m^2")
print(f"wells, direct: {D_plus:.4f} and {D_minus:.4f} C/m^2")
print(f"barrier top, direct: {D_top:.4f} C/m^2")
print(f"common well shift, direct: {(D_plus + D_minus) / 2:.5f} C/m^2")
print(f"common well shift, formula: {shift_formula:.5f} C/m^2")
print(f"u(-)-u(+), direct: {splitting / 1e6:.4f} MJ/m^3")
print(f"u(-)-u(+), formula: {split_formula / 1e6:.4f} MJ/m^3")
print(f"barrier from + well: {barrier_plus / 1e6:.4f} MJ/m^3")
print(f"barrier from - well: {barrier_minus / 1e6:.4f} MJ/m^3")
print(f"coercive fields: {E_low / 1e6:.3f} and {E_high / 1e6:.3f} MV/m")
print(f"coercive half-width, direct: {half_width / 1e6:.3f} MV/m")
print(f"coercive half-width, formula: {width_formula / 1e6:.3f} MV/m")
print(f"loop centre, direct: {E_centre / 1e6:.4f} MV/m")
print(f"equal-depth field, direct: {E_equal / 1e6:.4f} MV/m")
print(f"loop centre, formula: {centre_formula / 1e6:.4f} MV/m")
print(f"F with eta3 = 0: {F_transitive / 1e6:.5f} MV/m")
for n in (3, 6):
    print(f"{n} planes per block, with g: -E(D=0) = {bias[n] / 1e6:.4f} MV/m,"
          f" voltage per period = {voltage[n] * 1e3:.3f} mV")
print("PASS")
```

Printed output:

```
background permittivity / vacuum value: 5.0
cell height: 0.40 nm; cells per period: 9
A: a = -3.00e+08 m/F, b = 8.00e+08 m^5/(C^2 F), q = 0.0
B: a = 1.00e+08 m/F, b = 1.50e+09 m^5/(C^2 F), q = 1.0
C: a = -1.00e+08 m/F, b = 1.00e+09 m^5/(C^2 F), q = 0.4
eta1 = 50.0 MV/m, eta3 = 30.0 MV/m
neighbour coupling g where used: 1.00e+09 m/F
interface field h_AB: 80.000 MV/m
interface field h_BC: -36.480 MV/m
interface field h_CA: -21.920 MV/m
sum of interface fields: 21.600 MV/m
Odd energy at D = 0.30 C/m^2, with g unless stated:
  A3B3C3: -7.217e+05 J/m^3
  A3C3B3: 7.217e+05 J/m^3
  A3B3: 0.000e+00 J/m^3
  ABCB: 0.000e+00 J/m^3
  A3B3C3 with h=0: 0.000e+00 J/m^3
  AABABB with g=0: -2.328e-10 J/m^3
  AABABB: 1.339e+00 J/m^3
Remaining results for A3B3C3 have g = 0 unless stated
F = 2.4178 MV/m
A = -1.0134e+08 m/F
C = 1.3579e+05 m^3/(C F)
B = 1.1138e+09 m^5/(C^2 F)
D0 = 0.3016 C/m^2
wells, direct: 0.3150 and -0.2911 C/m^2
barrier top, direct: -0.0240 C/m^2
common well shift, direct: 0.01199 C/m^2
common well shift, formula: 0.01175 C/m^2
u(-)-u(+), direct: 1.4602 MJ/m^3
u(-)-u(+), formula: 1.4511 MJ/m^3
barrier from + well: 3.0998 MJ/m^3
barrier from - well: 1.6396 MJ/m^3
coercive fields: -14.198 and 9.387 MV/m
coercive half-width, direct: 11.792 MV/m
coercive half-width, formula: 11.766 MV/m
loop centre, direct: -2.4054 MV/m
equal-depth field, direct: -2.4054 MV/m
loop centre, formula: -2.4054 MV/m
F with eta3 = 0: 0.00485 MV/m
3 planes per block, with g: -E(D=0) = 2.4178 MV/m, voltage per period = 8.704 mV
6 planes per block, with g: -E(D=0) = 1.2089 MV/m, voltage per period = 8.704 mV
PASS
```
